# Translation, permutation and conservative forces for neighbour-vector interatomic energies

A molecular-dynamics run of ferroelectric hafnia follows oxygen atoms as they move relative to hafnium at finite temperature, with forces taken from a learned potential. If the learned energy depends on where the origin lies, an isolated crystal can push itself along. If it depends on how the oxygen atoms are numbered, one physical structure has several energies. If the forces are not the gradient of any energy, a closed cycle of displacements can deliver work from nowhere, and in a run without a thermostat the temperature can drift. The form of the energy can exclude the first two faults, and taking the forces as its gradient excludes the third, provided the energy has no jumps. None of this depends on the values of the fitted parameters.

Let atoms $i=1,\dots,N$ have positions $\mathbf r_i$ and fixed species $s_i$. In a crystal the cell repeats by lattice vectors $\mathbf T_n$, labelled by integer triples $n$, with $\mathbf T_{-n}=-\mathbf T_n$; for an isolated cluster $\mathbf T=0$ is the sole term. The neighbour vector from atom $i$ to image $n$ of atom $j$ is

$$\mathbf d_{ijn}=\mathbf r_j+\mathbf T_n-\mathbf r_i .$$

The pair $i=j$, $\mathbf T_n=0$, an atom with itself, is left out of every sum. For each neighbour species $\beta$, the surroundings of atom $i$ are described by

$$D_i^{\beta\mu}=\sum_{j\in\beta}\sum_n\phi_\mu(\mathbf d_{ijn}),\qquad
E=\sum_i E_i,\qquad E_i=\varepsilon_{s_i}(D_i),$$

where $D_i$ collects the descriptors of all $\beta$ and $\mu$. The functions $\phi_\mu$ vanish beyond a cutoff radius $r_c$, so each sum is finite. Both $\phi_\mu$ and $\varepsilon_s$ are taken to be twice continuously differentiable. There is one function $\varepsilon_s$ for each species of central atom, not one for each atom. In a crystal $E$ is the energy per cell, and moving atom $j$ moves all its images.

Translation comes first. Under $\mathbf r_i\to\mathbf r_i+\mathbf a$ for all $i$,

$$\mathbf d_{ijn}\to(\mathbf r_j+\mathbf a)+\mathbf T_n-(\mathbf r_i+\mathbf a)=\mathbf d_{ijn}.$$

No descriptor changes, so $E$ does not change. In a crystal there is a second requirement: an atom that leaves the cell may be replaced by its image on the other side. Let one atom $m$ move by a lattice vector $\mathbf T_a$. For $j\ne m$,

$$\mathbf d_{mjn}\to\mathbf r_j+\mathbf T_n-\mathbf T_a-\mathbf r_m=\mathbf d_{mj,n-a},
\qquad \mathbf d_{jmn}\to\mathbf d_{jm,n+a},$$

while $\mathbf d_{mmn}$ is unchanged. The same vectors appear with shifted labels, and a sum over all $n$ does not notice the shift. The invariance can fail if the neighbour list keeps only a fixed set of labels $n$ and so misses images that lie within $r_c$ after the move.

For permutations, let $\pi$ exchange atoms within species, so that $s_{\pi(i)}=s_i$, and let $\pi R$ be the configuration in which atom $i$ sits at $\mathbf r_{\pi(i)}$. Then

$$D_i^{\beta\mu}(\pi R)=\sum_{j\in\beta}\sum_n\phi_\mu\big(\mathbf r_{\pi(j)}+\mathbf T_n-\mathbf r_{\pi(i)}\big)
=\sum_{j'\in\beta}\sum_n\phi_\mu\big(\mathbf d_{\pi(i)j'n}\big)=D_{\pi(i)}^{\beta\mu}(R).$$

The middle step sets $j'=\pi(j)$, which runs once over species $\beta$ because $\pi$ does not mix species. The total energy is therefore

$$E(\pi R)=\sum_i\varepsilon_{s_i}\big(D_{\pi(i)}(R)\big)=\sum_i\varepsilon_{s_{\pi(i)}}\big(D_{\pi(i)}(R)\big)=E(R).$$

Here the second equality uses $s_i=s_{\pi(i)}$, and the third reorders the outer sum. Two sums are thus involved, one over neighbours and one over centres. Exchanging a hafnium with an oxygen is not covered by the argument, and should not be, since in general it makes a different structure.

The force is defined by $\mathbf F_k=-\partial E/\partial\mathbf r_k$. Differentiating $E(\pi R)=E(R)$ with respect to $\mathbf r_{\pi(i)}$, which is the position of atom $i$ in $\pi R$, gives $\mathbf F_i(\pi R)=\mathbf F_{\pi(i)}(R)$. The energy is invariant, while the forces are exchanged along with the atoms.

To obtain the forces explicitly, define the derivative of one atomic energy with respect to one of its neighbour vectors, the others being held fixed:

$$\mathbf g_{ijn}=\frac{\partial E_i}{\partial\mathbf d_{ijn}}
=\sum_\mu\frac{\partial\varepsilon_{s_i}}{\partial D_i^{s_j\mu}}\,\nabla\phi_\mu(\mathbf d_{ijn}).$$

One species label $\beta=s_j$ survives because $\mathbf d_{ijn}$ enters the sum for the species of $j$ alone. When the atoms move by $\delta\mathbf r_i$ at fixed cell, $\delta\mathbf d_{ijn}=\delta\mathbf r_j-\delta\mathbf r_i$, and

$$\delta E=\sum_{i,j,n}\mathbf g_{ijn}\cdot(\delta\mathbf r_j-\delta\mathbf r_i).$$

Atom $k$ occurs here in two roles. As a neighbour ($j=k$) it contributes $+\sum_{i,n}\mathbf g_{ikn}\cdot\delta\mathbf r_k$; as a centre ($i=k$) it contributes $-\sum_{j,n}\mathbf g_{kjn}\cdot\delta\mathbf r_k$. Since $\delta E=-\sum_k\mathbf F_k\cdot\delta\mathbf r_k$, the signs reverse:

$$\boxed{\;\mathbf F_k=\sum_{j,n}\mathbf g_{kjn}-\sum_{i,n}\mathbf g_{ikn}\;}$$

The first sum comes from the energy assigned to atom $k$, the second from the energies assigned to the atoms that have $k$ as a neighbour. Each $\mathbf g_{ikn}$ depends on all the neighbours of $i$, so the force on $k$ can depend on atoms up to $2r_c$ away, although each atomic energy reaches only to $r_c$.

In the second sum, rename $i$ as $j$ and $n$ as $-n$. This pairs every neighbour vector with its reverse, $\mathbf d_{jk,-n}=-\mathbf d_{kjn}$:

$$\mathbf F_k=\sum_{j,n}\mathbf f_{kjn},\qquad
\mathbf f_{kjn}=\mathbf g_{kjn}-\mathbf g_{jk,-n}=-\mathbf f_{jk,-n}.$$

The terms are equal and opposite in pairs, so $\sum_k\mathbf F_k=0$. An atom's own images cancel too, because $\mathbf f_{kkn}=-\mathbf f_{kk,-n}$. The same zero follows directly from translation: a common displacement $\mathbf a$ gives $0=\delta E=-\mathbf a\cdot\sum_k\mathbf F_k$ for every $\mathbf a$. The $\mathbf f_{kjn}$ are a bookkeeping of a many-body force. They need not point along the line joining the atoms, and they can change when a third atom moves.

A simple limit shows what the second sum does. Let $E_i=a\sum_{j\neq i}w(|\mathbf d_{ij}|)$ in a cluster of one species. Then $\mathbf g_{kj}=a\nabla w(\mathbf d_{kj})$, and since the gradient of an even function is odd, $\mathbf g_{jk}=-\mathbf g_{kj}$. Hence $\mathbf f_{kj}=2a\nabla w(\mathbf d_{kj})$: a central pair force, half of it from each atomic energy. Dropping the second sum would here give a conservative force of half the right size. With several species or a nonlinear $\varepsilon_s$ the two parts are in general unequal, and the damage is worse, as the example below shows.

Because $\mathbf F_k=-\partial E/\partial\mathbf r_k$, the work along any smooth path is

$$W=\int\sum_k\mathbf F_k\cdot d\mathbf r_k=-\int dE=E_{\text{start}}-E_{\text{end}},$$

and it vanishes on a closed path. For Newtonian motion with masses $m_k$ and velocities $\mathbf v_k$,

$$\frac{d}{dt}\Big(\sum_k\tfrac12m_kv_k^2+E\Big)=\sum_k\mathbf v_k\cdot\Big(\mathbf F_k+\frac{\partial E}{\partial\mathbf r_k}\Big)=0 .$$

This is a property of the continuous motion; a finite time step adds its own error.

Consider now a small learned form with one neuron per atom, two species A and B, and round parameters that represent no material. With $\mathbf x=\mathbf d/r_c$ and $r_c=4.0$ Å, take

$$w=(1-x^2)^3\ \ (x<1),\qquad \rho_i^\beta=\sum_{j\in\beta,n}w,\qquad \mathbf V_i^\beta=\sum_{j\in\beta,n}w\,\mathbf x,$$

$$E_i=C_{s_i}\tanh u_i,\qquad u_i=\sum_\beta\big(p_{s_i\beta}\,\rho_i^\beta+q_{s_i\beta}\,|\mathbf V_i^\beta|^2\big).$$

Beyond the cutoff $w=0$. The cube makes $w$ and its first two derivatives vanish at $x=1$, as the smoothness assumption requires. The square $|\mathbf V|^2$ contains products $\mathbf x_j\cdot\mathbf x_k$, and so the angles between neighbours of the same species. The energies are $C_A=2.0$ and $C_B=1.0$ eV; the other parameters are $p_{AA},p_{AB},p_{BA},p_{BB}=0.8,-1.0,-0.6,0.5$ and $q_{AA},q_{AB},q_{BA},q_{BB}=0.3,0.6,0.4,0.2$.

From $\nabla x^2=2\mathbf x/r_c$ one has $\nabla w=-(6/r_c)(1-x^2)^2\,\mathbf x$. The product rule for $|\mathbf V|^2$ gives $2(\mathbf V\cdot\mathbf x)\nabla w+2w\mathbf V/r_c$, and $d\tanh u/du=1/\cosh^2u$. Therefore

$$\mathbf g_{ijn}=\frac{C_{s_i}}{\cosh^2u_i}\Big[\big(p+2q\,\mathbf V\cdot\mathbf x\big)\nabla w+\frac{2q\,w}{r_c}\mathbf V\Big],$$

with $p=p_{s_is_j}$, $q=q_{s_is_j}$ and $\mathbf V=\mathbf V_i^{s_j}$.

Place A at the origin, B at $(2.0,0,0)$ Å and a second B atom, called B′, at $(0,2.5,0)$ Å. For the pair A–B, $x=0.5$ and $w=0.75^3=0.42188$; for A–B′, $w=0.22628$. Atom A has no A neighbours, and

$$\rho_A^B=0.42188+0.22628=0.64816,$$

$$\mathbf V_A^B=(0.42188\times0.5,\;0.22628\times0.625,\;0)=(0.21094,\,0.14143,\,0).$$

Thus $u_A=-0.64816+0.6\,(0.21094^2+0.14143^2)=-0.60946$, the atomic energy is $2\tanh u_A=-1.0875$ eV, and the slope $C_A/\cosh^2u_A$ is $1.40868$ eV. The atomic energies of B and B′ are $-0.2087$ and $-0.1039$ eV, which brings the total to $-1.4001$ eV.

For the vector from A to B, $\nabla w$ has the $x$ component $-1.5\times0.5625\times0.5=-0.42188$ Å$^{-1}$. The bracket $p+2q\mathbf V\cdot\mathbf x$ is $-1+1.2\times0.21094\times0.5=-0.87344$, and the last term is $(1.2\times0.42188/4)\mathbf V=(0.02670,0.01790,0)$ Å$^{-1}$. So

$$\mathbf g_{AB}=1.40868\,(0.87344\times0.42188+0.02670,\;0.01790,\;0)=(0.5567,\,0.0252,\,0)\ \text{eV/Å}.$$

The other vectors needed for atom A, found in the same way, are $\mathbf g_{AB'}=(0.0202,0.4519,0)$, $\mathbf g_{BA}=(-0.2251,0,0)$ and $\mathbf g_{B'A}=(0,-0.1886,0)$ eV/Å. The force on A is

$$\mathbf F_A=\mathbf g_{AB}+\mathbf g_{AB'}-\mathbf g_{BA}-\mathbf g_{B'A}=(0.802,\,0.666,\,0)\ \text{eV/Å}.$$

It pulls A towards both neighbours. The forces on B and B′ are $(-0.685,-0.146,0)$ and $(-0.116,-0.520,0)$ eV/Å, and the three add to zero within rounding. The pair term $\mathbf f_{AB}=\mathbf g_{AB}-\mathbf g_{BA}=(0.782,0.025,0)$ eV/Å has a $y$ component although A and B both lie on the $x$ axis. It comes from $\mathbf V_A^B$, which contains the position of B′.

Translating the cluster leaves its energy at $-1.4001$ eV, and so does exchanging B with B′. Exchanging A with B changes it to $-0.8468$ eV, because the central atom of the structure is then of another species.

If the first sum alone is used as the force, the total over the cluster is not zero but has magnitude $0.455$ eV/Å: the cluster would accelerate itself. Nor is the result a gradient. Let A and B move along $x$ by $0.3\cos\theta$ and $0.3\sin\theta$ Å, with $\theta$ running through a full turn. In a cluster the first sum is $-\partial E_k/\partial\mathbf r_k$, so Green's theorem in the plane of $x_A$ and $x_B$ gives

$$W_{\text{own}}=\oint\Big(-\frac{\partial E_A}{\partial x_A}dx_A-\frac{\partial E_B}{\partial x_B}dx_B\Big)
=\iint\frac{\partial^2(E_A-E_B)}{\partial x_A\,\partial x_B}\,dx_A\,dx_B .$$

In the pair limit above, both mixed derivatives equal $a\,\partial^2w(|\mathbf d_{AB}|)/\partial x_A\partial x_B$ and the integral vanishes, even where $E_A\ne E_B$. With different species or a nonlinear $\varepsilon_s$ they are in general unequal. The computed work is $-0.0358$ eV per cycle, and it changes sign when the cycle is reversed, so one direction gains energy on each turn. With the full force both mixed derivatives belong to the same function $E$ and cancel; the computed loop work is zero to rounding.

The identity $W=E_{\text{start}}-E_{\text{end}}$ needs $E$ to be continuous at the cutoff; the further smoothness of $w$ keeps the forces and their slopes continuous there. Stretch an isolated A–B pair from $3.5$ to $4.5$ Å. With the smooth $w$, the work and the energy difference $E_{\text{start}}-E_{\text{end}}$ agree at $-0.0333$ eV. Now add $0.1$ to $w$ inside the cutoff and nothing outside. Just inside $r_c$, $w=0.1$ and $x=1$, so $u_A=-0.1+0.6\times0.01=-0.094$ and $u_B=-0.06+0.4\times0.01=-0.056$, and the energy there is

$$2\tanh(-0.094)+\tanh(-0.056)=-0.2434\ \text{eV},$$

against zero just outside. The energy difference between the end points becomes $-0.2770$ eV, while the integrated force gives $-0.0336$ eV. The mismatch is the jump. On each side of $r_c$ the force is still the correct derivative, so comparing forces with energy slopes away from the cutoff would not reveal the fault; comparing work with energy across it does. With more than two atoms the size of the jump depends on the other neighbours, so a closed cycle that crosses $r_c$ outward in one configuration and inward in another can do net work.

Rotational invariance has not been shown, and it does not follow from the assumptions. Turning a cluster by a small angle $\theta$ about a unit vector $\mathbf n$ gives $\delta\mathbf r_k=\theta\,\mathbf n\times\mathbf r_k$, hence

$$\frac{dE}{d\theta}=-\sum_k\mathbf F_k\cdot(\mathbf n\times\mathbf r_k)=-\mathbf n\cdot\sum_k\mathbf r_k\times\mathbf F_k .$$

In the model above, $\rho$ and $|\mathbf V|^2$ are unchanged by rotation, so the total torque vanishes. Add to each $u_i$ a term $h\sum_\beta V_{i,z}^\beta$ with $h=0.2$, which singles out a fixed axis. Neighbour vectors, translation and permutation are treated as before, and the net force remains zero. A rotation about $y$, however, tilts the planar cluster, with $\delta z=-\theta x$, and

$$\Big|\frac{dE}{d\theta}\Big|=0.2\,\big|1.40868\times0.21094-0.95643\times(0.21094+0.02321)+0.98920\times0.02321\big|=0.0192\ \text{eV}.$$

The three products are the slopes of A, B and B′ times the $x$ components of their summed $\mathbf V$. This equals the computed torque. In a crystal the lattice vectors must be rotated together with the atoms, so even a rotationally invariant energy does not force $\sum_k\mathbf r_k\times\mathbf F_k$ to vanish at fixed cell.

The periodic case was tested on a skewed cell of two A and four B atoms, short enough that 24 self-image vectors lie within the cutoff. The boxed formula agrees with finite differences of the energy to about $10^{-9}$ eV/Å, where the largest force component is $0.67$ eV/Å. A common translation combined with separate lattice-vector moves leaves the cell energy at $-3.9417$ eV, as does a permutation within species, and a doubled cell has twice that energy. The numerical output lists these values.

For a memory capacitor two limits of the statement matter. An energy of this form couples no two atoms more than $2r_c$ apart, so it contains no long-range Coulomb tail; such a part has to be added, with its own gradient. And a uniform applied field $\boldsymbol{\mathcal E}$ acting on fixed charges $Q_i$ in a cluster adds $-\boldsymbol{\mathcal E}\cdot\sum_iQ_i\mathbf r_i$, which is in general not of the short-ranged form used above. Under a translation it changes by $-\boldsymbol{\mathcal E}\cdot\mathbf a\sum_iQ_i$, so translational invariance survives in the field if the total charge is zero. Permutational invariance survives if atoms of the same species carry the same charge. In a periodic cell this term changes by $-Q_m\boldsymbol{\mathcal E}\cdot\mathbf T_a$ when atom $m$ is replaced by its image, so its energy must be computed from positions that are not returned to the cell, or with the lattice moves recorded. The forces $Q_i\boldsymbol{\mathcal E}$ do not change. Fixed charges are themselves a simplification: in a real oxide the charges that couple to the field depend on the structure.

## Values computed for the example and the checks

```
cutoff rc = 4.0 angstrom; C_A, C_B = 2.0 1.0 eV
p_AA p_AB p_BA p_BB = 0.8 -1.0 -0.6 0.5
q_AA q_AB q_BA q_BB = 0.3 0.6 0.4 0.2
position A (angstrom): 0.0 0.0 0.0
position B (angstrom): 2.0 0.0 0.0
position B' (angstrom): 0.0 2.5 0.0
pair A-B: distance 2.0000 angstrom, w = 0.42188
pair A-B': distance 2.5000 angstrom, w = 0.22628
pair B-B': distance 3.2016 angstrom, w = 0.04641
A: rho^A, rho^B = 0.00000 0.64816
A: V^A = (0.00000 0.00000 0.00000), V^B = (0.21094 0.14143 0.00000)
A: u = -0.60946, energy = -1.08750 eV, d(eps)/du = 1.40868 eV
B: rho^A, rho^B = 0.42188 0.04641
B: V^A = (-0.21094 0.00000 0.00000), V^B = (-0.02321 0.02901 0.00000)
B: u = -0.21184, energy = -0.20873 eV, d(eps)/du = 0.95643 eV
B': rho^A, rho^B = 0.22628 0.04641
B': V^A = (0.00000 -0.14143 0.00000), V^B = (0.02321 -0.02901 0.00000)
B': u = -0.10429, energy = -0.10391 eV, d(eps)/du = 0.98920 eV
cluster energy = -1.40014 eV
g_AB (eV/angstrom): 0.55668 0.02521 0.00000
g_AB' (eV/angstrom): 0.02017 0.45191 0.00000
g_BA (eV/angstrom): -0.22507 0.00000 0.00000
g_BB' (eV/angstrom): 0.04732 -0.05915 0.00000
g_B'A (eV/angstrom): 0.00000 -0.18860 0.00000
g_B'B (eV/angstrom): -0.04894 0.06118 0.00000
force on A (eV/angstrom): 0.80192 0.66573 0.00000
force on B (eV/angstrom): -0.68549 -0.14554 0.00000
force on B' (eV/angstrom): -0.11643 -0.52018 0.00000
cluster: max |formula - finite difference| = 9.8e-10 eV/angstrom
net of own-energy terms alone = 0.45500 eV/angstrom
energy after translation = -1.40014 eV
energy after exchanging B and B' = -1.40014 eV
energy after exchanging A and B = -0.84683 eV
loop amplitude = 0.3 angstrom
loop work, full force: magnitude = 6.9e-18 eV
loop work, own-energy term alone = -0.03575 eV
h = 0.0: |torque about y| = 0.00000 eV
h = 0.2: |torque about y| = 0.01923 eV
pair stretched from 3.5 to 4.5 angstrom
w jump 0.0: E(start)-E(end) = -0.03327 eV, work = -0.03327 eV
w jump 0.0: |E jump at rc| = 0.00000 eV
w jump 0.1: E(start)-E(end) = -0.27697 eV, work = -0.03358 eV
w jump 0.1: |E jump at rc| = 0.24339 eV
periodic cell: 6 atoms, 24 self-image vectors
periodic cell energy = -3.94172 eV
after translation and lattice hops = -3.94172 eV
after like-species permutation = -3.94172 eV
doubled cell energy = -7.88344 eV
periodic: largest force component = 0.66898 eV/angstrom
periodic: max |formula - finite difference| = 1.4e-09 eV/angstrom
```
